\section*{Quarter-power aspect ratio of a pressurised blister in an atomically thin membrane}

\section{A blister with constant tension}

Take a membrane stuck to a flat rigid substrate and lifted over a disc of radius $a$ by a trapped liquid of fixed volume $V$. Suppose first that the membrane carries a large isotropic pretension $N_0$ (force per length), which the deflection hardly changes. For a small slope, vertical balance of a disc of radius $r$ under the pressure difference $p$ reads $2\pi r N_0 w'=-\pi r^2p$. With $w(a)=0$,
\begin{equation}
w=h\left(1-\frac{r^2}{a^2}\right),\qquad h=\frac{pa^2}{4N_0},\qquad V=\frac{\pi a^2h}{2}.
\end{equation}
The deflection adds the area $\frac12\int w'^2\,2\pi r\,dr$, so the stored energy is
\begin{equation}
U=\frac{N_0}{2}\int_0^a\frac{4h^2r^2}{a^4}\,2\pi r\,dr=\pi N_0h^2=\frac{4N_0V^2}{\pi a^4}.
\end{equation}
Let $\Gamma$ be the energy per area needed to replace adhered film by filled blister. It includes the interfaces with the liquid. Minimising $U+\Gamma\pi a^2$ over $a$ at fixed $V$ gives
\begin{equation}
2\pi a\Gamma=\frac{16N_0V^2}{\pi a^5}=\frac{4U}{a}
\quad\Longrightarrow\quad
\Gamma=2N_0\left(\frac ha\right)^2. \label{eq:pre}
\end{equation}
The volume has dropped out: adhesion and tension fix the shape, and the volume fixes the size.

An atomically thin membrane without pretension must make its own tension by stretching. The strain is of order $(h/a)^2$, so the tension is of order $E(h/a)^2$, where $E$ is the two-dimensional stiffness in N/m. Put in place of $N_0$ in \eqref{eq:pre}, this suggests $\Gamma\sim E(h/a)^4$. The derivation below establishes the power and supplies the factor:
\begin{equation}
\boxed{\frac ha=\beta\left(\frac{\Gamma}{E}\right)^{1/4}},\qquad
\beta=\left(\frac{4}{5CK}\right)^{1/4}, \label{eq:main}
\end{equation}
\begin{equation}
K=\frac{pa^4}{Eh^3},\qquad C=\frac{V}{\pi a^2h}. \label{eq:KC}
\end{equation}

The assumptions are small slopes, linear isotropic elasticity with Poisson ratio $\nu$, axial symmetry, uniform $p$, constant $\Gamma$, and negligible bending stiffness and pretension. In the main case the film outside the blister does not slip and is unstrained, as for a blister that has grown to its size with the film held fixed right up to the rim. This is an idealisation: an interface that yields by frictional slip, however strong, gives a slightly larger $h/a$, as discussed in the worked example. Sliding, pretension and bending are treated separately.

\section{Membrane equations}

Let $u(r)$ be the radial displacement and $w(r)$ the deflection. The strains and tensions are
\begin{align}
\varepsilon_r&=u'+\tfrac12w'^2, & \varepsilon_\theta&=u/r,\\
E\varepsilon_r&=N_r-\nu N_\theta, & E\varepsilon_\theta&=N_\theta-\nu N_r.\label{eq:hooke}
\end{align}
The energy density is $W=\frac12(N_r\varepsilon_r+N_\theta\varepsilon_\theta)$, and $\delta W=N_r\delta\varepsilon_r+N_\theta\delta\varepsilon_\theta$. At fixed $a$, equilibrium requires
\begin{equation}
0=2\pi\int_0^a\left[rN_r(\delta u'+w'\delta w')+N_\theta\delta u-pr\,\delta w\right]dr.
\end{equation}
Integration by parts gives $N_\theta=(rN_r)'$ from $\delta u$ and $(rN_rw')'=-pr$ from $\delta w$. The second equation integrates to
\begin{equation}
N_rw'=-\frac{pr}{2}, \label{eq:vertical}
\end{equation}
the constant being zero because the centre is regular.

Eliminating $u=r\varepsilon_\theta$ gives $\varepsilon_r=\varepsilon_\theta+r\varepsilon_\theta'+\frac12w'^2$. Insert \eqref{eq:hooke} and collect terms:
\begin{equation}
(1+\nu)(N_r-N_\theta)=rN_\theta'-\nu rN_r'+\tfrac12Ew'^2 .
\end{equation}
Since $N_\theta=N_r+rN_r'$, the left side is $-(1+\nu)rN_r'$. The terms in $\nu$ cancel, leaving
\begin{equation}
r(N_r+N_\theta)'+\tfrac12Ew'^2=0. \label{eq:compat}
\end{equation}

Now set $x=r^2/a^2$, $N_*=(Ep^2a^2)^{1/3}$ and $N_r=N_*n(x)$. Because $r\,d/dr=2x\,d/dx$,
\begin{equation}
r(2N_r+rN_r')'=4N_*x(xn''+2n'),
\end{equation}
where primes on $n$ mean $d/dx$. From \eqref{eq:vertical},
\begin{equation}
\frac{Ew'^2}{2}=\frac{Ep^2a^2x}{8N_*^2n^2}=\frac{N_*x}{8n^2}.
\end{equation}
Equation \eqref{eq:compat} therefore becomes
\begin{equation}
xn''+2n'=-\frac{1}{32n^2},\qquad n\text{ regular at }x=0. \label{eq:n}
\end{equation}
No load, size or stiffness remains in it.

\subsection{Edge conditions}

Without slip, $u(a)=0$, so $N_\theta=\nu N_r$ at the edge. Since $N_\theta/N_*=n+2xn'$,
\begin{equation}
(1-\nu)n(1)+2n'(1)=0\qquad\text{(no slip)}. \label{eq:clamp}
\end{equation}

If the film slides without friction on a wide flat substrate, the outer displacement that decays at large $r$ is $u=B/r$. Hooke's law then gives $N_\theta=-N_r=EB/[(1+\nu)r^2]$. At $r=a$, both $N_r$ and $u$ are continuous. Hence $\varepsilon_\theta$ and $N_\theta=E\varepsilon_\theta+\nu N_r$ are continuous too, and $N_\theta=-N_r$ also holds just inside:
\begin{equation}
n(1)+n'(1)=0\qquad\text{(sliding)}. \label{eq:slide}
\end{equation}
This condition does not contain $\nu$. The hoop tension is compressive in the outer film and also in the suspended film near the edge, for $r>0.87a$. The sliding result assumes that neither region wrinkles. With negligible bending stiffness the suspended part can hardly resist wrinkling, so the sliding coefficients belong to an idealised smooth film.

\subsection{Height and volume}

Integrating \eqref{eq:vertical} from edge to centre, with $r\,dr=a^2dx/2$,
\begin{equation}
h=\int_0^a\frac{pr}{2N_r}dr=\frac{pa^2}{4N_*}I,\qquad I=\int_0^1\frac{dx}{n}.
\end{equation}
As $pa^2/N_*=a(pa/E)^{1/3}$, this is $h/a=(I/4)(pa/E)^{1/3}$. For the volume, integrate by parts using $w(a)=0$:
\begin{equation}
V=-\pi\int_0^ar^2w'\,dr=\frac{\pi pa^4}{4N_*}\int_0^1\frac{x\,dx}{n}.
\end{equation}
The two coefficients are thus pure numbers,
\begin{equation}
K=\left(\frac4I\right)^3,\qquad C=\frac1I\int_0^1\frac{x\,dx}{n}. \label{eq:coeff}
\end{equation}

\section{Balance of stretching and adhesion}

Inflate the blister slowly at fixed $a$. The work $p\,dV$ is stored elastically, in the outer film as well if that film slides. With \eqref{eq:KC},
\begin{equation}
U=\int_0^h\frac{KE\eta^3}{a^4}\,C\pi a^2\,d\eta
=\frac{\pi CK}{4}\frac{Eh^4}{a^2}=\frac{pV}{4}. \label{eq:U}
\end{equation}
Replacing $h$ by $V/(\pi Ca^2)$ gives
\begin{equation}
U=\frac{KEV^4}{4\pi^3C^3a^{10}},\qquad
-\left(\frac{\partial U}{\partial a}\right)_V=\frac{10U}{a}.
\end{equation}
The derivative is taken at fixed $V$ because the liquid is incompressible. The total energy $U+\Gamma\pi a^2$ is stationary when
\begin{equation}
\Gamma=\frac{5U}{\pi a^2}=\frac54Cph=\frac54CKE\left(\frac ha\right)^4. \label{eq:balance}
\end{equation}
Solving for $h/a$ proves \eqref{eq:main}. Both $a^{-10}$ and $a^2$ are convex for $a>0$, so the stationary point is the minimum of this energy. Without slip, the energy compares only states with an unstrained outer film; a retreating edge is discussed below. There the elastic energy is one fifth of the adhesion cost $\Gamma\pi a^2$.

\subsection{The same balance at the edge}

A local calculation shows where the energy is released and provides a check on an implementation. Since $p=(\partial U/\partial V)_a$, the derivative of $U$ at fixed $V$ equals that of $U-pV$ at fixed $p$. Advance the edge by $\delta a$. The bulk terms vanish by equilibrium, which leaves
\begin{equation}
\frac{\delta(U-pV)}{2\pi a}=[W]\delta a+N_r[\delta u]+N_rw'\delta w .
\end{equation}
Square brackets denote the value just inside minus that just outside. At the displaced edge $w$ must vanish and $u$ must be continuous, so $\delta w=-w'\delta a$ and $[\delta u]=-[u']\delta a$. The released energy per area equals $\Gamma$:
\begin{equation}
\Gamma=N_r[u']+N_rw'^2-[W]. \label{eq:local}
\end{equation}

Without slip, the outer film is unstrained and $\varepsilon_\theta=0$ at the edge. Then $[u']=\varepsilon_r-\frac12w'^2$, $[W]=\frac12N_r\varepsilon_r$ and $\varepsilon_r=(1-\nu^2)N_r/E$, so that
\begin{equation}
\Gamma=\tfrac12N_rw'^2+\frac{(1-\nu^2)N_r^2}{2E}\qquad\text{(no slip)}. \label{eq:edge}
\end{equation}
The first term is the work of peeling through the contact angle. The second is released because newly freed film may stretch radially. It is not paid back when the edge retreats: without slip, the film is laid down stretched, and retreat costs only $\frac12N_rw'^2$ per area, which is less than $\Gamma$. The no-slip result therefore describes where a growing blister stops. It stays there only if re-adhesion returns less energy than $\Gamma$, by at least the second term.

With sliding, the tensions, and hence the strains and $W$, are continuous. Then $[u']=-\frac12w'^2$ and $\Gamma=\frac12N_rw'^2$. The local and global expressions for $\Gamma$ were tested against each other for both edge conditions at three Poisson ratios.

\section{Evaluation of the coefficients}

The condition at $x=1$ need not be met by repeated trial integrations. Write $n=n_0g(\xi)$ and $x=n_0^3\xi$, with $n_0=n(0)$. Then $xn''=n_0^{-2}\xi g''$ and $n'=n_0^{-2}g'$, and \eqref{eq:n} becomes
\begin{equation}
\xi g''+2g'=-\frac1{32g^2},\qquad g(0)=1. \label{eq:g}
\end{equation}
Matching powers of $\xi$ gives the regular start
\begin{equation}
g=1-\frac{\xi}{64}-\frac{\xi^2}{6144}+O(\xi^3),
\end{equation}
which avoids evaluating $g''$ at $\xi=0$. The procedure is as follows.
\begin{enumerate}
\item Integrate \eqref{eq:g} outwards together with $J_0=\int_0^\xi d\xi/g$ and $J_1=\int_0^\xi\xi\,d\xi/g$.
\item Find the edge $\xi_1$ from $(1-\nu)g+2\xi_1g'=0$ without slip, or from $g+\xi_1g'=0$ with sliding.
\item Set $n_0=\xi_1^{-1/3}$, $I=J_0/(n_0\xi_1)$ and $C=J_1/(\xi_1J_0)$. Then $K=(4/I)^3$, and \eqref{eq:main} gives $\beta$.
\end{enumerate}
The results are
\begin{center}
\begin{tabular}{lcccc}
Edge & $\nu$ & $K$ & $C$ & $\beta$\\
No slip & 0.0 & 2.698 & 0.528 & 0.866\\
No slip & 0.2 & 3.217 & 0.524 & 0.830\\
No slip & 0.4 & 4.071 & 0.519 & 0.784\\
Sliding & any & 1.632 & 0.543 & 0.975
\end{tabular}
\end{center}
The coefficient $C$ stays near the value $1/2$ of the parabolic cap; most of the variation of $\beta$ comes from $K$.

If $\Gamma$ is inferred from a measured shape, $\Gamma=E(h/a)^4/\beta^4$, so a small relative error in $h/a$ is multiplied by four. At $\nu=0.2$, assuming no slip gives a $\Gamma$ larger than assuming sliding by the factor $(0.975/0.830)^4\approx1.9$. The edge condition must therefore be known before the inferred adhesion is meaningful to better than this factor.

\section{What is held fixed}

For a fixed number $\mathcal N$ of ideal-gas molecules at temperature $T$ and external pressure $p_0$, minimise
\begin{equation}
F(a,V)=U(a,V)+p_0V-\mathcal Nk_BT\ln V+\Gamma\pi a^2,
\end{equation}
where $k_B$ is Boltzmann's constant. The condition $\partial F/\partial V=0$ is the gas law $(p+p_0)V=\mathcal Nk_BT$. The condition $\partial F/\partial a=0$ is taken at fixed $V$ and is again \eqref{eq:balance}. Thus gas and liquid blisters with the same $\Gamma$ have the same aspect ratio at equilibrium. Since $\Gamma$ includes the interfaces with the filling, its value generally differs between the two.

To see what kind of stationary point this is, eliminate $V$. The remaining slope is
\begin{equation}
\frac{dF}{da}=2\pi a\left(\Gamma-\frac{5pV}{4\pi a^2}\right),\qquad pV=\mathcal Nk_BT-p_0V .
\end{equation}
At fixed $V$ a wider blister is softer, so its equilibrium volume grows with $a$. For $p_0\ge0$, $pV$ then does not grow, and the bracket changes from negative to positive as $a$ increases. The stationary point is a minimum of $F$, without slip again only among states with an unstrained outer film.

A reservoir that holds $p$ fixed behaves differently. The relevant energy is $U-pV+\Gamma\pi a^2=-\frac34pV+\Gamma\pi a^2$. At fixed $p$, \eqref{eq:KC} gives $h\propto a^{4/3}$ and $V\propto a^{10/3}$. Write the energy as $-ba^{10/3}+\pi\Gamma a^2$ with $b>0$. Stationarity requires $\frac{10}{3}ba^{4/3}=2\pi\Gamma$, and the second derivative there is
\begin{equation}
-\frac{70}{9}ba^{4/3}+2\pi\Gamma=2\pi\Gamma\left(1-\frac73\right)=-\frac{8\pi\Gamma}{3}<0 .
\end{equation}
This is a maximum. Equation \eqref{eq:balance} then marks a threshold for growth: a slightly larger blister can lower its energy by growing. A slightly smaller one shrinks if the film slides and re-adhesion returns the full $\Gamma$. Without slip, it shrinks only if re-adhesion returns more than the retreat cost $\frac12N_rw'^2$ per area.

\section{Worked example}

Take the round model values $E=300$ N/m, $\nu=0.2$, $\Gamma=0.1$ J/m$^2$ and $V=10^5$ nm$^3$ of incompressible liquid, without slip. Then $\Gamma/E=3.333\times10^{-4}$, whose fourth root is $0.1351$, and
\begin{align}
\frac ha&=0.8302\times0.1351=0.1122,\\
a&=\left(\frac{V}{\pi C\,h/a}\right)^{1/3}
=\left(\frac{10^5\ \text{nm}^3}{\pi\times0.5236\times0.1122}\right)^{1/3}=81.5\ \text{nm},\\
h&=0.11217\times81.53\ \text{nm}=9.15\ \text{nm},\\
p&=\frac{KE}{a}\left(\frac ha\right)^3=16.7\ \text{MPa}.
\end{align}
The elastic energy is $pV/4=4.18\times10^{-16}$ J and the adhesion cost is $2.09\times10^{-15}$ J, in the ratio $0.200$ required by \eqref{eq:balance}.

At the edge $N_r=2.600$ N/m and $w'^2=0.0686$. Equation \eqref{eq:edge} gives
\begin{equation}
\Gamma=\frac{2.600\times0.0686}{2}+\frac{0.96\times2.600^2}{2\times300}
=0.0892+0.0108=0.100\ \text{J/m}^2 .
\end{equation}
About nine tenths of the release comes from the contact-angle term. The tension rises to $3.46$ N/m at the centre, where the strain is $0.92\%$.

The no-slip condition is demanding here. The interface must take up the edge tension within a width much smaller than $a$, so its shear strength must be well above $N_r/a\approx32$ MPa. A weaker interface lets the film slip inwards over a zone comparable with $a$ or wider, and the shape moves towards the sliding result. Van der Waals interfaces under atomically thin films are usually far weaker than this, with shear strengths of order 1 MPa or less, so a real blister of this size is expected near the sliding value rather than the no-slip one. Even a narrow slip zone makes the tension continuous at the edge. The second term of \eqref{eq:edge} is then spent on friction, only the contact-angle term is left for peeling, and $h/a$ is about $3\%$ larger.

A direct minimisation of the elastic energy in terms of displacement and slope, plus adhesion, reproduces $h/a$. Over two decades of $\Gamma/E$ its fitted power is $0.250000$. That calculation uses the same small-slope energy, so it tests the solution and the balance, not the neglect of finite slopes. The neglected terms are of relative order $w'^2$, here about $7\%$ at the edge. The fourth root divides a small relative error in the energy balance by four, so about $2\%$ in $h/a$ is a rough ceiling on this error rather than its value; the coefficient depends on the elastic law chosen at finite strain and is not derived here. For a film that does not slip, $h/a\approx0.11$ is the appropriate precision.

If the outer film slides, $h/a$ becomes $0.132$. The softer blister must rise higher, relative to its radius, to release the same energy per area.

\section{Pretension and bending}

\subsection{From quarter power to square root}

Measure $u$ from the flat state with pretension $N_0$. Equation \eqref{eq:n} is unchanged, but Hooke's law now relates strain to $N-N_0$. The no-slip condition becomes
\begin{equation}
(1-\nu)n(1)+2n'(1)=(1-\nu)\tau,\qquad \tau=N_0/N_* .
\end{equation}
In \eqref{eq:local}, $[W]=N_0\varepsilon_r+\frac12(N_r-N_0)\varepsilon_r$ and $\varepsilon_r=(1-\nu^2)(N_r-N_0)/E$. Hence
\begin{equation}
\Gamma=\tfrac12N_rw'^2+\frac{(1-\nu^2)(N_r-N_0)^2}{2E}.
\end{equation}
Each $\xi_1$ below the no-slip root of \eqref{eq:g} gives one pretensioned solution, with $\tau=n_0[g+2\xi_1g'/(1-\nu)]$. Since $N_*=E(pa/E)^{2/3}$,
\begin{align}
\frac ha&=\frac I4\left(\frac{N_0}{E\tau}\right)^{1/2},\\
\frac{\Gamma}{E}&=\left(\frac{N_0}{E\tau}\right)^2
\left[\frac1{8n(1)}+\frac{1-\nu^2}{2}\bigl(n(1)-\tau\bigr)^2\right].
\end{align}
One root search in $\xi_1$ at given $\Gamma/E$ finds the shape. When $N_0\gg E(h/a)^2$, the tension is nearly constant and \eqref{eq:pre} returns, with power $1/2$. The quarter power needs the opposite limit. In the example $E(h/a)^2=3.8$ N/m, and $N_0=0.1$ N/m lowers $h/a$ from $0.1122$ to $0.1115$, by $0.6\%$.

\subsection{The bending layer}

A bending stiffness $D$ forces the slope to vanish at the rim. Let $\varphi$ be the change of slope from the membrane solution and $s$ the distance from the rim. Terms linear in $\varphi$ vanish because the membrane solution is stationary at fixed $V$ and $a$. The change of radial strain is $\delta u'+w'\varphi+\frac12\varphi^2$. Within the narrow layer the radial displacement can adjust so that this sum vanishes; the $\delta u$ needed is proportional to the layer width and strains the rest of the film negligibly. No further stretching energy of order $E w'^2\varphi^2$ then remains, only the bending energy and the work of $N_r$ on $\frac12\varphi^2$. To leading order the extra energy per length is
\begin{equation}
\int_0^\infty\left[\tfrac12D\left(\frac{d\varphi}{ds}\right)^2+\tfrac12N_r\varphi^2\right]ds .
\end{equation}
Its minimum has $\varphi\propto e^{-s/\ell}$ with $\ell=\sqrt{D/N_r}$. Each term contributes $\frac14\sqrt{DN_r}\,w'^2$, so the whole rim costs
\begin{equation}
E_b=\pi aw'^2\sqrt{DN_r}.
\end{equation}
As $w'\propto h/a$, $N_r\propto(h/a)^2$ and $h/a\propto Va^{-3}$, we have $E_b\propto V^3a^{-8}$. The radial balance is now $2\pi\Gamma a^2=10U+8E_b$. Put $a\to a(1+\delta)$ and use $2\pi\Gamma a^2=10U$ at zeroth order. The terms linear in $\delta$ give $20U\delta+100U\delta=8E_b$, hence
\begin{equation}
\frac{\delta a}{a}=\frac{E_b}{15U}.
\end{equation}

For $D=1.5$ eV the layer is $\ell=0.30$ nm wide, far less than $a$. The predicted increase of the radius is $0.22\%$, as found by full minimisation with bending. Yet $h/a$ hardly moves, from $0.11217$ to $0.11221$. At fixed $V$ and $C$ the wider radius alone would lower $h/a=V/(\pi Ca^3)$ by $0.66\%$. The difference means that $C$ has fallen by about $0.7\%$: with a flat rim, the blister holds less volume for the same height and radius. The two effects nearly cancel here. A layer width of $0.30$ nm is also of atomic size, so a continuum description of the rim is itself only an estimate. Values with more digits are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Input stiffness E = 300.0 N/m
Input Poisson ratio = 0.20 (dimensionless)
Input adhesion Gamma = 0.100 J/m^2
Input liquid volume = 100000 nm^3
Gamma/E = 3.33333e-04 (dimensionless)
Scaled edge position xi, no slip = 13.43182 (dimensionless)
Scaled centre tension n(0) = 0.42068 (dimensionless)
Scaled edge tension n(1) = 0.31611 (dimensionless)
No slip, nu=0.0: K=2.69803, C=0.52772, beta=0.86578 (dimensionless)
No slip, nu=0.2: K=3.21660, C=0.52362, beta=0.83018 (dimensionless)
No slip, nu=0.4: K=4.07142, C=0.51900, beta=0.78441 (dimensionless)
Sliding: K=1.63182, C=0.54322, beta=0.97468 (dimensionless)
Fitted power from energy minimisation = 0.250000 (dimensionless)
Height/radius, formula = 0.11217 (dimensionless)
Height/radius, Ritz = 0.11217 (dimensionless)
Blister radius = 81.530 nm
Blister height = 9.145 nm
Pressure difference = 16.706 MPa
Edge slope magnitude = 0.2619 (dimensionless)
Edge slope squared = 0.0686 (dimensionless)
Edge radial tension = 2.6002 N/m
Centre tension = 3.4603 N/m
Centre strain = 0.9228 percent
Elastic energy = 4.17648e-16 J
Adhesion energy cost = 2.08824e-15 J
Elastic/adhesion energy = 0.20000 (dimensionless)
Height/radius with sliding = 0.13170 (dimensionless)
Input bending stiffness = 1.50 eV
Bending layer width = 0.3040 nm
Radius shift by bending, Ritz = 0.2217 percent
Radius shift by bending, layer = 0.2217 percent
Height/radius with bending = 0.11221 (dimensionless)
Input pretension = 0.10 N/m
Height/radius with pretension = 0.11154 (dimensionless)
\end{verbatim}
